# Why Hot Bakes Overestimate Retention When Two Loss Channels Act in Parallel

## The situation

A ferroelectric memory capacitor made of a thin hafnia-zirconia film stores a bit as the direction of its polarization. The bit must survive for years at the temperature of use, and nobody can wait that long. The capacitor is therefore baked at several higher temperatures, where it fails within minutes or hours. The logarithm of the lifetime is plotted against inverse temperature, and a straight line through the points is continued to the temperature of use.

The straight line presumes a single activation energy. Polarization can, however, be lost in more than one way. Domains may switch back by thermal activation. Imprint, a built-in preference for one polarization direction caused by trapped charge, may remove the stored state by another route when it favours the opposite direction. Charge that gathers while a state is held usually stabilizes that state; the harmful imprint is typically left from earlier storage in the other direction. If two such processes run side by side, what energy does the slope of the plot measure, and on which side of the truth does the continued line fall?

## The model and its lifetime

Let $p(t)$ be the remaining fraction of the stored polarization, with $p(0)=1$. Two independent first-order channels act on this same polarization, and nothing that is lost comes back:

$$\frac{dp}{dt}=-(k_1+k_2)\,p,\qquad k_i=A_i e^{-\beta E_i},\qquad \beta=\frac{1}{k_BT}.$$

The algebra is in atomic units, with $k_BT$ counted as an energy; numbers will be given in eV. The barriers $E_i$ and prefactors $A_i$ do not depend on temperature, time or $p$. A barrier that varies linearly with temperature, $E_i=a_i-b_iT$, is also covered. It gives $\beta E_i=\beta a_i-b_i/k_B$, and the constant second term merely multiplies the prefactor by $e^{b_i/k_B}$.

Write $k=k_1+k_2$. The solution is $p=e^{-kt}$. If the lifetime $t_f$ is the time at which a fraction $f$ has been lost, then $e^{-kt_f}=1-f$, so

$$t_f=\frac{q}{k},\qquad q=-\ln(1-f).$$

Channel $i$ removes polarization at the rate $k_ip$. Its share of the total loss is therefore

$$w_i=\frac{\int k_i\,p\,dt}{\int (k_1+k_2)\,p\,dt}=\frac{k_i}{k},\qquad w_1+w_2=1.$$

The slope of the Arrhenius plot defines the apparent activation energy,

$$E_{\rm app}=\frac{d\ln t_f}{d\beta}.$$

Label the channels so that $\Delta=E_1-E_2>0$.

## First derivation: slope and curvature

**The slope.** Since $\ln t_f=\ln q-\ln k$ and $q$ does not depend on temperature, the loss criterion drops out of the derivative. With $dk_i/d\beta=-E_ik_i$,

$$E_{\rm app}=-\frac{1}{k}\frac{dk}{d\beta}=\frac{E_1k_1+E_2k_2}{k}=w_1E_1+w_2E_2 .$$

The apparent energy is the average of the barriers, each weighted by the share of the loss that crosses it. It lies between $E_2$ and $E_1$, and it need not be the barrier of any process.

**The curvature.** The weights change with temperature. From $\ln w_1=\ln k_1-\ln k$,

$$\frac{d\ln w_1}{d\beta}=-E_1+E_{\rm app}=-E_1+w_1E_1+w_2E_2=-w_2\Delta ,$$

where $1-w_1=w_2$ was used. Hence $dw_1/d\beta=-w_1w_2\Delta$. Writing $E_{\rm app}=E_2+w_1\Delta$ then gives

$$\frac{dE_{\rm app}}{d\beta}=-w_1w_2\Delta^2<0 .$$

Cooling raises $\beta$, shifts the loss towards the low barrier and lowers the apparent energy. Because $d\ln k/d\beta=-E_{\rm app}$, the second derivative of $\ln k$ is $+w_1w_2\Delta^2$. Thus $\ln k$ is strictly convex in $\beta$, and $\ln t_f$ is strictly concave.

The bend is strongest where $w_1w_2$ is largest, at $w_1=w_2=\tfrac12$. Setting $A_1e^{-\beta E_1}=A_2e^{-\beta E_2}$ gives $\beta\Delta=\ln(A_1/A_2)$, so the rates cross at

$$k_BT_\times=\frac{\Delta}{\ln(A_1/A_2)} ,$$

provided $A_1>A_2$. If $A_1\le A_2$, the low-barrier channel is the faster one at every finite temperature, and there is no crossing.

**The fitted line.** A tangent to a concave curve lies above it, so continuing the local slope overestimates the lifetime. In practice a line is fitted to several bakes, and that case needs its own argument.

Let $L(\beta)$ be the least-squares line through the values of $\ln k$ at bakes $\beta_j$, with positive weights $g_j$. The line for $\ln t_f$ is then $\ln q-L$. Define $D(\beta)=\ln k-L$. Subtracting a straight line does not alter curvature, so $D$ is strictly convex. Minimizing $\sum_jg_jD(\beta_j)^2$ with respect to the intercept and slope of $L$ gives

$$\sum_j g_jD(\beta_j)=0,\qquad \sum_j g_j\beta_jD(\beta_j)=0 .$$

Take three or more distinct bake temperatures. A strictly convex function has at most two zeros, so the residuals cannot all vanish, and the first condition then requires both signs. Suppose the sign changed only once along the sequence of bakes, at some $b_0$. The products $(\beta_j-b_0)D(\beta_j)$ would then all have one sign, apart from possible zeros, and their weighted sum could not vanish. The two conditions together say that it does vanish. There are therefore at least two sign changes.

A strictly convex function is negative on at most one interval and positive outside it. The signs must run $+,-,+$. The coldest bake lies on the outer positive side, and $D$ stays positive for all larger $\beta$. With two bakes the line is a chord, $D$ vanishes at both points, and it is again positive beyond them. In either case the true rate exceeds the extrapolated rate at every temperature below the coldest bake, so the line overestimates the lifetime.

This was tested on 2000 random cases with barriers differing by 0.2 to 1.0 eV, rates crossing between 330 and 520 K, and two to six weighted bakes. The extrapolated lifetime was too long in every case.

## Second derivation: an average over loss events

The same result follows without a second derivative, by comparing two temperatures a finite distance apart. Let $\beta_b$ be the bake, $\beta_u$ the use condition, and $\delta=\beta_u-\beta_b$. Split each exponential:

$$k(\beta_u)=\sum_iA_ie^{-\beta_bE_i}e^{-\delta E_i}=k(\beta_b)\sum_iw_ie^{-\delta E_i}.$$

Here $w_i$ are the shares in the bake. Pick a random loss event in the bake and let $E$ be the barrier of the channel through which it took place. Then $E=E_i$ with probability $w_i$. With angle brackets for the mean over these events,

$$\frac{t_f(\beta_u)}{t_f(\beta_b)}=\frac{1}{\langle e^{-\delta E}\rangle}.$$

**The weighted average.** The effective energy between the two temperatures is the logarithm of this ratio divided by $\delta$. For small $\delta$, $\langle e^{-\delta E}\rangle=1-\delta\langle E\rangle+O(\delta^2)$, so

$$-\frac1\delta\ln\langle e^{-\delta E}\rangle\;\longrightarrow\;\langle E\rangle=w_1E_1+w_2E_2 .$$

This is the slope found before.

**The overestimate.** Continuing the bake slope predicts $t_{\rm line}=t_f(\beta_b)\,e^{\delta\langle E\rangle}$. Its ratio to the true lifetime is

$$R=\frac{t_{\rm line}}{t_f(\beta_u)}=\big\langle e^{-\delta(E-\langle E\rangle)}\big\rangle .$$

For every real $y$, $e^y\ge1+y$, with equality only at $y=0$. Put $y=-\delta(E-\langle E\rangle)$ and average. The linear term has zero mean, so $R\ge1$, with strict inequality when $\delta\ne0$ and the two barriers differ. The reason is physical: on cooling, loss over the low barrier is slowed less than the average barrier suggests, and it makes up a growing share of the total rate.

**Its size.** The deviations from the mean are $E_1-\langle E\rangle=w_2\Delta$ and $E_2-\langle E\rangle=-w_1\Delta$. With $x=\Delta\,\delta$,

$$R=w_1e^{-w_2x}+w_2e^{w_1x}.$$

For small $x$, expand both exponentials to second order. The linear terms $-w_1w_2x$ and $+w_2w_1x$ cancel, and the quadratic terms add to $\tfrac12w_1w_2(w_2+w_1)x^2$. Therefore

$$\ln R\simeq\tfrac12w_1w_2x^2 .$$

For large $x$ at fixed shares the second term dominates, $R\simeq w_2e^{w_1x}$, and the error grows exponentially.

**The most harmful share.** At fixed $x$, which low-barrier share $w=w_2$ in the bake does the most damage? Factor the ratio as

$$R=e^{(1-w)x}\left[w+(1-w)e^{-x}\right].$$

Setting the derivative of $\ln R$ with respect to $w$ to zero gives

$$-x+\frac{1-e^{-x}}{w+(1-w)e^{-x}}=0 .$$

The fraction decreases as $w$ grows, so the zero is a maximum. Rearranged, the condition reads $w(1-e^{-x})+e^{-x}=(1-e^{-x})/x$, and hence

$$w_2^*=\frac1x-\frac{1}{e^x-1}.$$

For large $x$ this tends to $1/x$. The further one extrapolates, the smaller is the share that does the greatest harm.

## What each derivation assumes

Both derivations need additive rates acting on one common polarization. They differ in what they ask of the barriers.

**Temperature-dependent barriers.** The slope in the first derivation is local. If the channel energies vary, define $\varepsilon_i=-d\ln k_i/d\beta$; then $E_{\rm app}=\sum_iw_i\varepsilon_i$ still holds. The curvature gains a term. Since $dw_i/d\beta=-w_i(\varepsilon_i-E_{\rm app})$,

$$\frac{dE_{\rm app}}{d\beta}=\sum_iw_i\frac{d\varepsilon_i}{d\beta}-\sum_iw_i\varepsilon_i(\varepsilon_i-E_{\rm app})=\sum_iw_i\frac{d\varepsilon_i}{d\beta}-{\rm Var}(\varepsilon).$$

The first term can have either sign, so the convexity of $\ln k$ is no longer guaranteed. Only the slope formula is local: the overestimate in the first derivation needs convexity all the way from bake to use. The second derivation makes this demand from the start: it carries the same $A_i$ and $E_i$ across the whole interval from bake to use. In return it needs no expansion and gives the size of a large error. The average over loss events and the inequality $R\ge1$ hold for any number of channels; the closed forms for $R$ and $w_2^*$ are for two.

**Fitted lines.** The second derivation treats the tangent directly. Applied at every $\beta_b$, it says that $\ln k$ lies above each of its tangents, which is convexity. The fitted-line argument then follows from it too.

**Serial steps.** Neither derivation applies if two steps must happen one after the other. The mean times then add:

$$t_s=\frac1{k_1}+\frac1{k_2}=\frac{k_1+k_2}{k_1k_2},\qquad \ln t_s=\ln k-\ln k_1-\ln k_2 .$$

The last two terms are linear in $\beta$, and a linear fit reproduces them without error. What remains is $+\ln k$, where the parallel case has $-\ln k$. For the mean time the extrapolation error is therefore reversed: with the same rates and bakes the ratio becomes $1/R$, and a straight line falls short of the true mean time.

## A worked example

Take $E_1=1.6$ eV and $A_1=10^{13}\ \mathrm{s^{-1}}$ for thermal back-switching, and $E_2=0.9$ eV and $A_2=2\times10^4\ \mathrm{s^{-1}}$ for loss driven by opposing imprint. Failure means 50% loss, so $q=\ln2=0.693$. Bakes at 448, 473 and 498 K are extrapolated to use at 358 K.

At 473 K the rates are $k_1=8.956\times10^{-5}$ and $k_2=5.15\times10^{-6}\ \mathrm{s^{-1}}$. The low-barrier share is $5.15/(89.56+5.15)=5.4\%$, and

$$E_{\rm app}=0.946\times1.6+0.054\times0.9=1.56\ \mathrm{eV}.$$

The lifetime is $0.693/(9.47\times10^{-5})=7.3\times10^3$ s, about two hours.

The rates cross at 406 K, between the bakes and use. At 358 K, $k_1=2.99\times10^{-10}$ and $k_2=4.28\times10^{-9}\ \mathrm{s^{-1}}$. The channel that was minor in the bakes now carries 93% of the loss, and the apparent energy has fallen to 0.95 eV. The true lifetime in this model is $1.5\times10^8$ s, or 4.8 years.

The line fitted to the three bakes has slope 1.555 eV and predicts 48 years, ten times too long. A ten-year requirement would seem to be met with a wide margin when it is in fact missed.

The tangent formula accounts for the size. From 473 to 358 K, $x=5.517$, so

$$R=0.946\,e^{-0.300}+0.0544\,e^{5.217}\approx0.70+10.0=10.7 ,$$

close to the 10.0 of the fitted line. The small-$x$ formula would give $\ln R\approx0.78$ and a ratio of only 2.2, so it is useless at this distance. The most harmful share for this $x$ is 17.7%, with a tangent ratio of 16.9.

**Would the data reveal the problem?** The largest residual of the fit is 0.015 in $\ln t_f$, well below an assumed independent scatter of $s=5\%$ in each lifetime. The statistical error bar gives no warning either. About the mean $\bar\beta$ of $N$ bakes, the fitted intercept has variance $s^2/N$ and the slope has variance $s^2/\sum_j(\beta_j-\bar\beta)^2$, and the two are uncorrelated. The extrapolated logarithm therefore has standard error

$$\sigma=s\sqrt{\frac1N+\frac{(\beta_u-\bar\beta)^2}{\sum_j(\beta_j-\bar\beta)^2}}=0.215 .$$

The bias is $\ln10.0=2.30$, more than ten times larger. The error bar measures scatter about an assumed line, not the failure of that line.

In this example colder bakes help. With three bakes at 398, 423 and 448 K, the same 50 K span, the ratio falls to 3.0. The price is time: the lifetime at 398 K is 59 days. The bias shrinks but does not vanish.

## The model beside a real capacitor

The example is a simple model, set here beside a 10 nm hafnia-zirconia capacitor with a polarization of roughly 20 $\mu$C/cm². In a real film the loss need not follow a single exponential, and imprint changes with time instead of acting at a constant rate. Neither effect is included. The barriers and prefactors are round choices, not fits to a device. The value of $A_2$ is far below a vibrational attempt frequency and must be read as an effective rate constant for a process of many events. Each overestimate quoted below comes from a new fit to the 448–498 K bakes; the leak at the end is sized directly from its rate.

**Separate regions.** Among the effects refitted here, the largest change in the overestimate comes from dropping the assumption that both channels can remove all of the polarization. A real film has many grains and domains, and they need not be equally exposed to imprint. If channel 2 reaches only a fraction $c$, then

$$p=e^{-k_1t}\left(1-c+c\,e^{-k_2t}\right).$$

For $c=0.3$, channel 2 alone can never cause 50% loss. The true lifetime at 358 K rises to 36 years, and the overestimate drops from 10 to 1.8. The size of the error thus depends on how much of the polarization the low-barrier channel can reach. The tenfold value belongs to a channel that can reach all of it.

**Barrier softening.** Let the switching barrier follow $E_1(T)=E_0(1-T/T_C)^2$ with a rough Curie temperature $T_C=800$ K, and match the rate and slope of channel 1 at 473 K. This is a test of the effect of curvature, not a realistic set of parameters: the match puts the barrier at 473 K at only 0.41 eV and the prefactor near 2 $\mathrm{s^{-1}}$. Expanding the square,

$$\beta E_1=E_0\left[\beta-\frac{2}{k_BT_C}+\frac{1}{\beta(k_BT_C)^2}\right],\qquad \frac{d\varepsilon_1}{d\beta}=\frac{2E_0}{\beta^3(k_BT_C)^2}>0 .$$

At 473 K the weighted softening term is 0.066 eV², against a barrier variance of 0.025 eV². The net curvature of $\ln k$ is $-0.041$ eV²: at this middle bake the apparent energy rises on cooling, opposite to the constant-barrier result. The long extrapolation still overestimates by a factor of 9.9, because channel 2, which is unaffected by the softening, takes over before 358 K. Local curvature in the bakes is thus no safe guide to the sign of a distant error.

**Depolarization field.** Suppose a 0.5 nm non-ferroelectric layer lies in series with the film, both with relative permittivity 30, and the electrodes are shorted. Zero total voltage and a continuous displacement give a field of magnitude $F=Pd_i/[\epsilon(d_f+d_i)]$ in the film, where $d_f$ and $d_i$ are the film and layer thicknesses and $\epsilon$ is their permittivity. This is 0.36 MV/cm, about 9% of a rough breakdown field of 4 MV/cm. The thin layer, however, would have to carry $Pd_f/[\epsilon(d_f+d_i)]$, or 7.2 MV/cm, which is above that rough figure. The drop across the layer is only 0.36 V, and a layer this thin need not fail at the breakdown field of a thick film. Electrons can, however, tunnel through 0.5 nm, and charge that reaches the interface compensates part of the polarization. At zero total voltage, a layer held to 4 MV/cm allows only $4\times0.5/10=0.2$ MV/cm in the film, so for this layer thickness and permittivity the uncompensated film field used here is an upper estimate. A lost region is taken to keep no net polarization on average, as if it had split into opposite domains, so this field weakens in proportion to $p$. If switching starts from a critical nucleus of reversed polarization with volume $V=1$ nm³, the switching barrier would rise by $2PVF=0.09$ eV at full loss, and by half of that at the 50% failure criterion. This slows channel 1, which rules the bakes, and hardly changes the true use lifetime, now 5.0 years. The overestimate grows to 15. This rests on the assumption that only channel 1 feels the weakening field; if both barriers rise by the same amount, the use lifetime lengthens as well and the overestimate stays near 10.

**Smaller and hidden effects.** Prefactors proportional to $T$ change the ratio to 10.4. Ionic tunnelling, estimated with the Wigner factor $1+(h\nu/k_BT)^2/24$ at $\nu=10^{13}$ Hz and applied equally to both channels, changes it only to 10.05. A temperature-independent leak could be more serious; its rate below is chosen for illustration, not estimated from a mechanism. A rate of $4.6\times10^{-9}\ \mathrm{s^{-1}}$ would halve the lifetime at 358 K, yet it would carry only 0.005% of the loss at 473 K. It is a third channel with zero barrier, and no fit to these bakes could find it. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
Channel 1: E = 1.60 eV, A = 1.0e+13 1/s
Channel 2: E = 0.90 eV, A = 2.0e+04 1/s
Loss criterion: 50 %
Rates cross at T = 405.5 K
T = 448 K: k1 = 1.002e-05, k2 = 1.501e-06 1/s
  share of channel 2 = 13.03 %, E_app = 1.509 eV
  lifetime = 6.017e+04 s
T = 473 K: k1 = 8.956e-05, k2 = 5.148e-06 1/s
  share of channel 2 = 5.44 %, E_app = 1.562 eV
  lifetime = 7.319e+03 s
T = 498 K: k1 = 6.426e-04, k2 = 1.560e-05 1/s
  share of channel 2 = 2.37 %, E_app = 1.583 eV
  lifetime = 1.053e+03 s
T = 358 K: k1 = 2.991e-10, k2 = 4.278e-09 1/s
  share of channel 2 = 93.46 %, E_app = 0.946 eV
  lifetime = 1.515e+08 s
Fitted bake slope = 1.555 eV
Largest fit residual in ln(lifetime) = 0.0152
True lifetime at 358 K = 4.80 years
Extrapolated lifetime = 48.1 years
Overestimate ratio, fitted line = 10.01
Assumed scatter of each lifetime = 5 %
Standard error of extrapolated ln(lifetime) = 0.215
Bias in ln(lifetime) = 2.304
x from 473 K to 358 K = 5.517
Overestimate ratio, tangent = 10.72
Worst share of channel 2 in bake = 17.7 %
Tangent ratio at worst share = 16.90
Ratio, bakes 398-448 K = 3.01
Lifetime at 398 K = 59.4 days
Ratio, serial control = 0.0999
Neglected effects, each with its own refit:
Channel 2 reaches 30 %: ratio = 1.79
  true lifetime = 36.0 years
Softening, Tc = 800 K: ratio = 9.87
  barrier variance at 473 K = 0.0252 eV^2
  softening term = 0.0663 eV^2
  net curvature of ln k = -0.0411 eV^2
Film 10 nm, layer 0.5 nm, eps_r = 30
  P = 20 uC/cm2, activation volume = 1 nm3
  depolarization field = 0.359 MV/cm
  fraction of rough 4 MV/cm breakdown = 0.090
  barrier rise at full loss = 0.0895 eV
  ratio with field feedback = 15.23
  true lifetime = 4.97 years
Prefactors proportional to T: ratio = 10.43
Ionic tunnelling: ratio = 10.05
  tunnelling crossover = 76 K
Athermal leak halving use lifetime = 4.58e-09 1/s
  its share of loss at 473 K = 0.0048 %
```
